# Madelung Constant and External Field of a Rocksalt (001) Surface

## Problem

A crystal of the rocksalt structure is cut along a (001) plane. Its ions are point charges \(+q\) and \(-q\) at their ideal lattice sites, with nearest-neighbour distance \(r_0\). The crystal fills the half space \(z\le 0\), and its top plane of ions lies at \(z=0\).

(a) Find the Madelung constant of an ion in the top plane to four decimals, and compare it with the bulk value.

(b) Find how the electric field outside the crystal falls off with the height \(z\), and say where above the surface this law holds.

(c) Evaluate the site energy and the outside field for \(q=e\) and \(r_0=2\) Å.

The algebra uses atomic units, in which a charge \(q\) has the potential \(q/r\). Lengths are measured in \(r_0\) and potentials in \(q/r_0\) until part (c). The ions sit at integer points \((i,j,k)\) with \(k\le 0\) and carry the charge \((-1)^{i+j+k}\), so the ion at the origin is a cation. If \(V\) is the potential at the origin due to all other ions, the Madelung constant of the site is \(M_s=-V\). By the symmetry between the two signs of charge, an anion in the same plane has the same constant.

## First estimate by scaling

Along a row of ions the charge repeats with period 2, so its longest wave has the wavenumber \(\pi\). Outside the charges the potential obeys \(\nabla^2\phi=0\): a lateral oscillation must be balanced by an equal and opposite curvature in the perpendicular direction. One lateral wavenumber \(\pi\) thus suggests

\[
|\mathbf E|\sim e^{-\pi z/r_0},
\]

a decay length of \(r_0/\pi\).

The same argument estimates the Madelung constant. The field of a neutral alternating row fades within a fraction of \(r_0\), so the row through the site itself should dominate. It has two ions at each distance \(i\), with charge \((-1)^i\), and gives

\[
M_s\approx-2\sum_{i=1}^{\infty}\frac{(-1)^i}{i}
=2\left(1-\frac12+\frac13-\cdots\right)=2\ln2\approx1.39 .
\]

The series is that of \(\ln(1+x)\) at \(x=1\).

This estimate does not distinguish surface from bulk. The missing planes, however, start at distance 1, where the estimated decay factor is \(e^{-\pi}\approx0.04\). The surface should therefore change a constant of order one by only some hundredths. Counting neighbours would suggest a far larger loss, since a surface ion has five nearest neighbours instead of six.

## Exact solution

### What the infinite sum means

The sum of \(\pm1/r\) over the ions converges only conditionally, so its order must be specified. We build the crystal from neutral cells.

For one plane, take unit squares with charges \(\pm\tfrac14\) at their corners. Each ion belongs to four squares and receives its full charge. For the bulk, take unit cubes with charges \(\pm\tfrac18\) at their corners; each ion belongs to eight cubes.

The charges of a cell alternate along each of its edges. A moment \(\sum c\,x^ay^b\) of a square is therefore a product of an \(x\) factor and a \(y\) factor, and it vanishes if \(a=0\) or \(b=0\). The lowest surviving moment is \(xy\), whose potential falls as \(r^{-3}\). For a cube the lowest one is \(xyz\), whose potential falls as \(r^{-4}\). The sums over cells behave at large distance as

\[
\int^\infty r^{-3}\,r\,dr
\qquad\text{and}\qquad
\int^\infty r^{-4}\,r^2\,dr ,
\]

and both converge absolutely.

Cubes filling \(z\le0\) give the ions of the top plane only half their charge, because four of the eight cubes are missing. The other half is supplied by squares of half strength in that plane. This defines the half crystal. At the origin the site's own charge is omitted from the few cells that contain it, which does not affect convergence.

Absolutely convergent cell sums may be grouped freely. A strip of squares between two neighbouring rows equals half of each row. Adding strips gives complete rows, except for half a row at each outer end. Likewise, a layer of cubes equals half of each bounding plane, and adding layers leaves half a plane at the far end. The potentials of these remote rows and planes vanish exponentially, as shown below. We may therefore sum first along rows, then over the rows of a plane, then over planes.

### The other rows of the top plane

Consider an alternating row with a positive ion at \(x=0\). Its line density has period 2. Its Fourier coefficient at wavenumber \(\pi m\) is

\[
\frac12\left(1-e^{-i\pi m}\right)=
\begin{cases}1,& m\ \text{odd},\\ 0,& m\ \text{even}.\end{cases}
\]

Combining \(m\) with \(-m\) gives

\[
\lambda(x)=\sum_i(-1)^i\delta(x-i)
=2\sum_{m\ \mathrm{odd}>0}\cos(\pi m x).
\tag{1}
\]

At a distance \(\rho\) from the positive ion, perpendicular to the row, the potential is

\[
L(\rho)=\int_{-\infty}^{\infty}\frac{\lambda(x)\,dx}{\sqrt{x^2+\rho^2}}
=2\sum_{m\ \mathrm{odd}>0}\int_{-\infty}^{\infty}
\frac{\cos(\pi m x)}{\sqrt{x^2+\rho^2}}\,dx .
\]

The modified Bessel function \(K_0\) has the integral form

\[
K_0(a)=\int_0^\infty\frac{\cos(at)}{\sqrt{1+t^2}}\,dt .
\]

Setting \(x=\rho t\), and using the evenness of the integrand, turns each integral into \(2K_0(\pi m\rho)\). Hence

\[
L(\rho)=4\sum_{m\ \mathrm{odd}>0}K_0(\pi m\rho).
\tag{2}
\]

For large \(a\), \(K_0(a)\) behaves as \(\sqrt{\pi/(2a)}\,e^{-a}\), so remote rows do drop out exponentially.

The row at \(y=j\) carries the extra sign \((-1)^j\), and there is a partner at \(-j\). The pair contributes \(2(-1)^jL(j)\) to \(V\), and the opposite amount to the Madelung constant. With the site's own row, the constant of a single plane is

\[
M_p=2\ln2+8\sum_{j=1}^{\infty}(-1)^{j+1}
\sum_{m\ \mathrm{odd}>0}K_0(\pi mj).
\tag{3}
\]

Numerical evaluation of the Bessel functions gives

- own row: \(1.386294\);
- pair at distance 1: \(+0.236330\);
- pair at distance 2: \(-0.007333\);
- pair at distance 3: \(+0.000260\).

These add to \(1.615551\), and the remaining rows bring the sum to \(M_p=1.615543\).

### The potential of a whole plane

The surface charge density of a checkerboard plane is the product of two densities of the form (1):

\[
\sigma(x,y)=\lambda(x)\lambda(y)
=4\sum_{m,n\ \mathrm{odd}>0}\cos(\pi mx)\cos(\pi ny).
\]

It has no constant term, because the plane is neutral. For each pair \((m,n)\) define

\[
s=\sqrt{m^2+n^2},\qquad
\phi_{mn}=f\cos(\pi mx)\cos(\pi ny)\,e^{-\pi s|z|}.
\]

Away from the plane, the lateral derivatives in \(\nabla^2\phi_{mn}\) give \(-\pi^2(m^2+n^2)\), and the vertical ones give \(+\pi^2s^2\). They cancel, as Laplace's equation requires. The cell sum tends to zero far from the plane, which excludes growing exponentials and an added constant.

Across the plane, Poisson's equation \(\nabla^2\phi=-4\pi\sigma\delta(z)\) requires \(\partial\phi/\partial z\) to jump by \(-4\pi\sigma\). The slope of \(e^{-\pi s|z|}\) changes from \(+\pi s\) to \(-\pi s\), so

\[
-2\pi s f=-4\pi\cdot4
\quad\Longrightarrow\quad f=\frac8s .
\]

The potential of one plane is therefore

\[
\phi_p(x,y,z)=8\sum_{m,n\ \mathrm{odd}>0}
\frac{\cos(\pi mx)\cos(\pi ny)}{s}\,e^{-\pi s|z|}.
\tag{4}
\]

### Planes below the site

The plane at depth \(p\) carries the additional sign \((-1)^p\). At the origin both cosines equal 1, so its contribution to the Madelung constant is \((-1)^{p+1}\phi_p(0,0,p)\). With \(u=e^{-\pi s}\), the sum over depths is a geometric series:

\[
\sum_{p=1}^\infty(-1)^{p+1}u^p=\frac{u}{1+u}=\frac1{e^{\pi s}+1}.
\]

All the planes below together contribute

\[
T=8\sum_{m,n\ \mathrm{odd}>0}\frac{1}{s\,(e^{\pi s}+1)} .
\tag{5}
\]

The first plane below gives \(+0.066784\) and the second \(-0.000783\); the full sum is \(T=0.066011\). Thus

\[
\boxed{M_s=M_p+T=1.615543+0.066011=1.681554\approx1.6816 }
\]

A bulk ion has such planes on both sides:

\[
M_b=M_p+2T=1.747565,\qquad M_s=\frac{M_b+M_p}{2}.
\]

The surface ion keeps a fraction \(M_s/M_b=0.9622\) of the bulk constant. It loses one of its six nearest neighbours, but that neighbour belongs to a neutral plane whose other ions almost cancel its potential. The loss is \(T\), not the \(1\) that the missing neighbour alone would contribute.

### Ions below the top plane

The same series shows how far the surface is felt inside the crystal. For an ion at depth \(d\), the missing planes start at distance \(d+1\). Their contribution would have been, for each harmonic,

\[
\sum_{r=d+1}^{\infty}(-1)^{r+1}u^r=(-1)^d\,\frac{u^{d+1}}{1+u}.
\]

Subtracting it from the bulk constant gives

\[
M(d)=M_b-(-1)^d\,8\sum_{m,n\ \mathrm{odd}>0}
\frac{e^{-\pi sd}}{s\,(e^{\pi s}+1)} .
\tag{6}
\]

At \(d=0\) this is \(M_s\). At \(d=1\) the sign is reversed: the constant exceeds the bulk value by about \(0.0008\). The effect of the surface on the site constants is thus almost confined to the top plane.

### The field outside

At a height \(z>0\), the plane at depth \(p\) is a distance \(z+p\) away. The sum over planes now includes \(p=0\):

\[
\sum_{p=0}^{\infty}(-1)^pe^{-\pi s(z+p)}
=\frac{e^{-\pi sz}}{1+e^{-\pi s}} .
\]

Hence

\[
\phi(x,y,z)=8\sum_{m,n\ \mathrm{odd}>0}
\frac{\cos(\pi mx)\cos(\pi ny)}{s\,(1+e^{-\pi s})}\,e^{-\pi sz}.
\tag{7}
\]

The slowest exponential has \(m=n=1\) and \(s=\sqrt2\). The wave has wavenumber \(\pi\) along \(x\) and also along \(y\), and their squares add. Its term is

\[
\phi_1=A\cos(\pi x)\cos(\pi y)\,e^{-\pi\sqrt2\,z},
\qquad
A=\frac{4\sqrt2}{1+e^{-\pi\sqrt2}}=5.5911 .
\]

The field \(\mathbf E=-\nabla\phi_1\) has the components

\[
\begin{aligned}
E_x&=\pi A\sin(\pi x)\cos(\pi y)\,e^{-\pi\sqrt2 z},\\
E_y&=\pi A\cos(\pi x)\sin(\pi y)\,e^{-\pi\sqrt2 z},\\
E_z&=\sqrt2\,\pi A\cos(\pi x)\cos(\pi y)\,e^{-\pi\sqrt2 z}.
\end{aligned}
\]

Write \(c_x=\cos(\pi x)\), \(s_x=\sin(\pi x)\), and likewise for \(y\). In the sum of squares, one of the two terms \(c_x^2c_y^2\) from \(E_z^2\) goes with each lateral component:

\[
s_x^2c_y^2+c_x^2s_y^2+2c_x^2c_y^2
=c_y^2(s_x^2+c_x^2)+c_x^2(s_y^2+c_y^2)
=c_x^2+c_y^2 .
\]

With \(r_0\) restored in the exponent, and the field still in units of \(q/r_0^2\), the leading term is

\[
\boxed{|\mathbf E|\simeq\pi A\sqrt{c_x^2+c_y^2}\;
e^{-\pi\sqrt2\,z/r_0}}
\tag{8}
\]

The next exponential has \(s=\sqrt{10}\), from \((1,3)\) and \((3,1)\). Relative to the first it falls as \(e^{-\pi(\sqrt{10}-\sqrt2)z/r_0}\), so (8) becomes accurate at large \(z\) wherever its prefactor is not zero.

The prefactor vanishes only if \(c_x=c_y=0\), that is, above the centre of a square of four ions. There \(\cos(\pi mx)\) and \(\cos(\pi ny)\) vanish for all odd \(m\) and \(n\). Each field component of each harmonic contains at least one of these cosines, so the whole field is zero on these lines. On every other vertical line the decay law holds.

Above the midpoint between two neighbouring ions, for example at \(x=\tfrac12\), \(y=0\), the potential is zero at every height. The field is not: it points sideways, from the cation side to the anion side, and its size follows (8) once \(z\) reaches about \(r_0\); closer to the surface the higher harmonics matter.

### Close to an ion

The opposite limit, \(z\to0\) above a cation, needs the whole series. The cation itself gives \(1/z\), and the other ions give the site potential \(-M_s\):

\[
\phi(0,0,z)\to\frac1z-M_s .
\]

The leading exponential alone would stay finite at \(A\). The decay law therefore describes the field at heights comparable with \(r_0\) and above, not the field near an ion.

## Numbers for \(r_0=2\) Å

These are round model parameters, not those of a particular material. The energy unit is

\[
\frac{e^2}{4\pi\varepsilon_0r_0}
=\frac{14.3996\ \text{eV Å}}{2\ \text{Å}}=7.1998\ \text{eV}.
\]

The site energy of a surface cation is

\[
U_s=-1.681554\times7.1998\ \text{eV}=-12.107\ \text{eV}
\quad(-0.4449\ \text{hartree}).
\]

In the bulk it is \(-12.582\) eV. Removing an ion to infinity, with all others held fixed, thus costs \(0.475\) eV less at the surface. This is a difference of site energies, not the energy of creating the surface.

The decay length is \(r_0/(\pi\sqrt2)=0.4502\) Å (0.8507 bohr). Above a cation, \(c_x^2=c_y^2=1\), and the leading force on a unit positive test charge at \(z=2r_0=4\) Å is

\[
F_1=\frac{7.1998\ \text{eV}}{2\ \text{Å}}\,
\pi\sqrt2\,A\,e^{-2\pi\sqrt2}
=3.5999\times\frac{4.4429\times5.5911}{(85.02)^2}\ \frac{\text{eV}}{\text{Å}}
=0.01237\ \frac{\text{eV}}{\text{Å}} .
\]

The full series (7) and its gradient give the following values.

| \(z\) (Å) | energy (eV) | force (eV/Å) | leading force (eV/Å) |
|---:|---:|---:|---:|
| 2 | 0.47527 | 1.0607 | 1.0518 |
| 4 | 0.0055691 | 0.012372 | 0.012371 |
| 6 | 0.000065503 | 0.00014551 | 0.00014551 |

Above a cation, the leading term at one neighbour distance is already within 1% of the full force. Each further step of \(r_0\) reduces it by the factor \(e^{\pi\sqrt2}=85.02\).

These are the forces of rigid, unpolarizable ions. A real crystal is polarized by a charge \(e\) and attracts it with an image force of about \(\frac{\varepsilon-1}{\varepsilon+1}\,\frac{e^2}{4\pi\varepsilon_0\,4z^2}\), where \(\varepsilon\) is the dielectric constant. For \(\varepsilon=6\) this is 0.16 eV/Å at \(z=4\) Å, more than ten times the tabulated force, and it falls only as \(1/z^2\).

The energy at \(z=2\) Å equals the difference of 0.475 eV between the surface and bulk site energies. This follows from the formulas: at \(x=y=0\) and \(z=r_0\), each term of (7) becomes the corresponding term of (5), so \(\phi=T\). The point is the next lattice site above the surface. An anion there would be bound to the crystal by \(T\), which is also what a bulk ion gains from the half crystal on one side of its plane.

## Comparison of estimate and solution

The single-row estimate \(2\ln2\) is about 18% below the exact \(M_s\). Most of the shortfall comes from the two neighbouring rows in the top plane, which add 0.236; all the planes below add 0.066. The scaling argument also gave some hundredths for the surface effect, far less than neighbour counting suggests, but the closeness of its \(0.04\) to \(T=0.066\) is partly luck. The true decay factor over one plane distance is only \(e^{-\pi\sqrt2}\approx0.012\), and it is multiplied by the prefactor \(8/\sqrt2\approx5.7\) of (4), which the estimate took as one. The two errors largely cancel.

For the outside field, scaling found the exponential form and its dependence on \(r_0\), but the wrong coefficient: \(\pi\) instead of \(\pi\sqrt2\). It considered a wave along one direction, whereas a checkerboard must alternate along both. A factor \(\sqrt2\) in an exponent is not a small correction. At \(z=3r_0\) the estimated decay factor is too large by \(e^{3\pi(\sqrt2-1)}\approx50\).

The result rests on two properties of the model: each plane is neutral, and its charge repeats perfectly in the checkerboard pattern. If the planes merely move up or down as rigid checkerboards, their contributions change in size, but each keeps the factor \(e^{-\pi\sqrt2z/r_0}\). If the top plane rumples, with cations and anions at slightly different heights, as is common on real rocksalt surfaces, the lateral period and the slowest exponent are kept. Waves of wavenumber \(2\pi/r_0\) along \(x\) or \(y\) then appear, however, and the field above the centre of a square is no longer zero. If a surface reconstruction introduces a charge wave with a smaller lateral wavenumber \(G\), Laplace's equation gives it the slower decay \(e^{-Gz}\). A single missing ion, with all others held fixed, adds the field of a point charge \(\mp q\), which falls as \(1/z^2\) directly above it. Far from such a surface the vacancy, not the perfect lattice, determines the field.

Numerical values quoted here were computed with a short program.
